# Population and coherence forces in Ehrenfest dynamics, and energy conservation

Classical nuclei move under the average force of a quantum electronic state. Their coordinates are collected in \(R\) and their velocities in \(v=dR/dt\); nucleus \(A\) has mass \(M_A\) and velocity \(v_A\). The gradient \(\nabla\) acts on all nuclear coordinates, and a dot product such as \(v\cdot F\) runs over all of them. The electronic Hamiltonian \(H(R)\) is Hermitian, differentiable in \(R\), and depends on time through \(R(t)\) alone. The electronic space is complete and is described in a reference basis that does not move with the nuclei.

Ehrenfest dynamics is the mean-field scheme

\[
i\hbar\frac{d}{dt}|\psi\rangle=H(R)|\psi\rangle,\qquad
M_A\frac{dv_A}{dt}=F_A,\qquad
F=-\langle\psi|\nabla H|\psi\rangle .
\]

The force is minus the gradient of \(\langle\psi|H(R)|\psi\rangle\) taken at fixed \(\psi\), because \(R\) and \(\psi\) are independent variables of the mean-field energy

\[
E=\sum_A\tfrac12M_Av_A^2+\langle\psi|H(R)|\psi\rangle .
\]

The adiabatic states are the orthonormal solutions of \(H(R)|i\rangle=E_i(R)|i\rangle\). Near any point without degeneracy they can be chosen differentiable in \(R\). The choice is local, which is all the derivation needs. Define

\[
c_i=\langle i|\psi\rangle,\qquad p_i=|c_i|^2,\qquad
d_{ij}=\langle i|\nabla j\rangle,\qquad \sum_ip_i=1 .
\]

The vector \(d_{ij}\) is the nonadiabatic coupling, and \(\sum_ip_iE_i\) is the electronic energy.

## (a) Write the force in the adiabatic basis

**Question.** Express \(F\) through the amplitudes, the energy gradients and the couplings.

**Solution.** Differentiating the eigenvalue equation for state \(j\) gives

\[
(\nabla H)|j\rangle+H|\nabla j\rangle
=(\nabla E_j)|j\rangle+E_j|\nabla j\rangle .
\]

Project on \(\langle i|\). Since \(H\) is Hermitian, \(\langle i|H=E_i\langle i|\), so

\[
\langle i|\nabla H|j\rangle+E_id_{ij}
=\delta_{ij}\nabla E_j+E_jd_{ij}.
\]

For \(i=j\) the coupling terms cancel; for \(i\ne j\) the gradient term is absent:

\[
\langle i|\nabla H|i\rangle=\nabla E_i,\qquad
\langle i|\nabla H|j\rangle=(E_j-E_i)d_{ij}\quad(i\ne j).
\]

Now insert \(|\psi\rangle=\sum_jc_j|j\rangle\) into the force:

\[
F=-\sum_{ij}c_i^*c_j\langle i|\nabla H|j\rangle
=-\sum_ip_i\nabla E_i-\sum_{i\ne j}c_i^*c_j(E_j-E_i)d_{ij}.
\]

Absorbing the minus sign of the second sum into the energy difference gives

\[
F=F_{\rm pop}+F_{\rm coh},
\]
\[
F_{\rm pop}=-\sum_ip_i\nabla E_i,\qquad
F_{\rm coh}=\sum_{i\ne j}c_i^*c_j(E_i-E_j)d_{ij}.
\]

The first term averages the forces of the separate surfaces. The second needs a coherent superposition: it vanishes if only one amplitude is nonzero.

The derivation uses the eigenvalue equation in the full electronic space. In a truncated basis that moves with the atoms, that equation holds only after projection on the basis, and the step from \(\nabla H\) to gap times coupling is not available in this form.

## (b) Reality, phases, and what is held fixed

**Question.** Show that \(F_{\rm coh}\) is real and independent of the phases chosen for the adiabatic states. Then find which part of the force is lost if \(\sum_ip_iE_i\) is differentiated at fixed \(c_i\).

**Solution.** Differentiating \(\langle i|j\rangle=\delta_{ij}\) gives \(\langle\nabla i|j\rangle+\langle i|\nabla j\rangle=0\). Since \(\langle\nabla i|j\rangle=d_{ji}^*\),

\[
d_{ij}^*=-d_{ji}.
\]

The complex conjugate of one term of \(F_{\rm coh}\) is therefore

\[
c_ic_j^*(E_i-E_j)d_{ij}^*
=c_j^*c_i(E_j-E_i)d_{ji},
\]

which is the term with \(i\) and \(j\) exchanged. The terms pair into real sums.

If \(|i\rangle\) is replaced by \(e^{i\alpha_i(R)}|i\rangle\), then \(c_i^*c_j\) gains the factor \(e^{i(\alpha_i-\alpha_j)}\). For \(i\ne j\), \(d_{ij}\) gains \(e^{i(\alpha_j-\alpha_i)}\); the term containing \(\nabla\alpha_j\) is proportional to \(\langle i|j\rangle=0\). The factors cancel, so the force is unchanged.

At fixed \(\psi\) the amplitudes still depend on \(R\), because the states on which \(\psi\) is projected turn:

\[
(\nabla c_i)_\psi=\langle\nabla i|\psi\rangle
=\sum_jd_{ji}^*c_j=-\sum_jd_{ij}c_j .
\]

Hence, using \(d_{ij}^*=-d_{ji}\) in the conjugate term,

\[
(\nabla p_i)_\psi
=-\sum_j\left(c_i^*c_jd_{ij}-c_j^*c_id_{ji}\right).
\]

Multiply by \(E_i\), sum over \(i\), and exchange the names \(i,j\) in the second term:

\[
\sum_iE_i(\nabla p_i)_\psi
=-\sum_{ij}(E_i-E_j)c_i^*c_jd_{ij}
=-F_{\rm coh}.
\]

The terms with \(i=j\) drop out. The gradient of \(\sum_ip_iE_i\) at fixed \(\psi\) is thus \(-F_{\rm pop}-F_{\rm coh}\), in agreement with part (a). At fixed \(c_i\) it is \(-F_{\rm pop}\), and the coherence force is lost.

## (c) Energy carried by population transfer

**Question.** Find \(dp_i/dt\) along the motion and relate \(\sum_iE_i\,dp_i/dt\) to the force.

**Solution.** Both the state \(|i(R(t))\rangle\) and \(|\psi(t)\rangle\) change:

\[
\frac{dc_i}{dt}=v\cdot\langle\nabla i|\psi\rangle
+\left\langle i\middle|\frac{d\psi}{dt}\right\rangle
=-\sum_jv\cdot d_{ij}\,c_j-\frac{i}{\hbar}E_ic_i .
\]

The energy term changes the phase of \(c_i\). Its contribution to \(dp_i/dt=2\,{\rm Re}(c_i^*\,dc_i/dt)\) is \(2\,{\rm Re}(-iE_ip_i/\hbar)=0\). What remains is

\[
\frac{dp_i}{dt}=-2\,{\rm Re}\sum_jc_i^*c_j\,v\cdot d_{ij}
=v\cdot(\nabla p_i)_\psi .
\]

Part (b) then gives

\[
\sum_iE_i\frac{dp_i}{dt}=-v\cdot F_{\rm coh}.
\]

When transitions lower the electronic energy, \(v\cdot F_{\rm coh}\) is positive and the coherence force does positive work on the nuclei. When they raise it, the nuclei pay.

## (d) Are both terms needed?

**Question.** Keep the electronic equation, but replace the nuclear force by \(aF_{\rm pop}+bF_{\rm coh}\) with constant \(a,b\). For which weights is \(E\) conserved for all initial conditions?

**Solution.** The kinetic energy changes at the rate

\[
\sum_AM_Av_A\cdot\frac{dv_A}{dt}
=a\,v\cdot F_{\rm pop}+b\,v\cdot F_{\rm coh}.
\]

The electronic energy changes because the surfaces are climbed or descended and because the populations change:

\[
\frac{d}{dt}\sum_ip_iE_i
=\sum_ip_i\,v\cdot\nabla E_i+\sum_iE_i\frac{dp_i}{dt}
=-v\cdot F_{\rm pop}-v\cdot F_{\rm coh}.
\]

Adding the two rates,

\[
\frac{dE}{dt}=(a-1)\,v\cdot F_{\rm pop}+(b-1)\,v\cdot F_{\rm coh}.
\]

With \(a=b=1\) the energy is conserved. For the converse, start in a pure adiabatic state \(i\) where \(\nabla E_i\ne0\), with \(v\) not perpendicular to that gradient. Then \(F_{\rm coh}=0\) and \(v\cdot F_{\rm pop}\ne0\), so conservation demands \(a=1\). Next take a superposition of two states \(k,l\) with \(E_k\ne E_l\) and \(v\cdot d_{kl}\ne0\). Its coherence power is

\[
v\cdot F_{\rm coh}=2(E_k-E_l)\,{\rm Re}(c_k^*c_l\,v\cdot d_{kl}),
\]

which a suitable relative phase makes nonzero. This demands \(b=1\). Both weights are therefore fixed in any model that has such a gradient and such a coupling.

On a particular path one term may do no work. If \(v\cdot d_{ij}=0\) for every pair throughout, the populations are constant and the gradients alone conserve energy.

At a given instant, energy conservation constrains only the power \(v\cdot F\) for the actual velocity. If the force depends on \(R\) and \(\psi\) alone and \(E\) is conserved for every \(v\), then \(v\cdot(F-F_{\rm pop}-F_{\rm coh})=0\) for all \(v\), which fixes the whole vector. A force that depends on the velocity escapes this argument. For \(v\ne0\), the replacement

\[
F_{\rm coh}\;\to\;F_{\rm proj}=\frac{v\cdot F_{\rm coh}}{v\cdot v}\,v
\]

gives the same power as \(F_{\rm coh}\) at the same \(R\), \(v\) and \(\psi\), and so conserves \(E\). With more than one nuclear coordinate it generally gives a different acceleration. The energy balance along one trajectory therefore does not fix the vector \(F_{\rm coh}\); the Ehrenfest force of part (a), which is independent of \(v\), does.

## (e) A conical intersection

**Question.** Use atomic units (\(\hbar=1\)) and two nuclear coordinates, \(R=(x,y)\), of equal mass. For

\[
H=\frac k2(x^2+y^2)+
\begin{pmatrix}\kappa x&\lambda y\\ \lambda y&-\kappa x\end{pmatrix},
\qquad \kappa,\lambda>0,
\]

find the coupling, and the behaviour of \(F_{\rm coh}\) near the degeneracy at the origin.

**Solution.** Let \(W=\sqrt{\kappa^2x^2+\lambda^2y^2}\), \(\kappa x=W\cos\theta\) and \(\lambda y=W\sin\theta\). The matrix has eigenvalues \(\mp W\), so

\[
E_{1,2}=\frac k2(x^2+y^2)\mp W,\qquad
\nabla E_{1,2}=k(x,y)\mp\frac{(\kappa^2x,\lambda^2y)}{W}.
\]

With \(C=\cos(\theta/2)\) and \(S=\sin(\theta/2)\), the eigenvectors are

\[
|1\rangle=\begin{pmatrix}-S\\C\end{pmatrix},\qquad
|2\rangle=\begin{pmatrix}C\\S\end{pmatrix}.
\]

For the upper state, the first row of the matrix gives \(W(\cos\theta\,C+\sin\theta\,S)=WC\) and the second gives \(W(\sin\theta\,C-\cos\theta\,S)=WS\), as required. The lower vector is orthogonal to it. Both vectors change sign when \(\theta\) increases by \(2\pi\), so this real choice is not single-valued on a loop around the origin; by part (b) the forces are unaffected.

Differentiation gives \(|\nabla2\rangle=\frac12(\nabla\theta)|1\rangle\). The angle of the vector \((\kappa x,\lambda y)\) has gradient \([\kappa x\nabla(\lambda y)-\lambda y\nabla(\kappa x)]/W^2\), so

\[
d_{12}=\frac12\nabla\theta=\frac{\kappa\lambda}{2W^2}(-y,x).
\]

For two states with real coupling, the two conjugate terms of \(F_{\rm coh}\) add to

\[
F_{\rm coh}=-2\,{\rm Re}(c_1^*c_2)(E_2-E_1)d_{12}
=-2\,{\rm Re}(c_1^*c_2)\frac{\kappa\lambda}{W}(-y,x),
\]

where \(E_2-E_1=2W\) was used. At distance \(r\) from the origin in direction \(\varphi\),

\[
(E_2-E_1)|d_{12}|
=\frac{\kappa\lambda}{\sqrt{\kappa^2\cos^2\varphi+\lambda^2\sin^2\varphi}} .
\]

The coupling grows as \(1/r\), the gap shrinks as \(r\), and their product stays finite. It depends on direction if \(\kappa\ne\lambda\). At the origin the adiabatic states, and with them the split into two forces, are not defined by a limit; \(-\langle\psi|\nabla H|\psi\rangle\) in the fixed basis remains regular.

## (f) The forces at one point

**Question.** Take \(k=0.02\ E_h/a_0^2\), \(\kappa=0.02\ E_h/a_0\), \(\lambda=0.01\ E_h/a_0\), \(R=(0.2,0.3)\ a_0\), \(c_1=0.6\), \(c_2=0.8\) and \(v=(0.002,0)\) in atomic units. Evaluate both forces and the flow of energy.

**Solution.** Here \(\kappa x=0.004\) and \(\lambda y=0.003\), so \(W=0.005\ E_h\) and the gap is \(0.010\ E_h\). The common part of the gradients is \(k(x,y)=(0.004,0.006)\), and the state-dependent part is \((0.00008,0.00003)/0.005=(0.016,0.006)\). In \(E_h/a_0\),

\[
\nabla E_1=(-0.012,0),\qquad \nabla E_2=(0.020,0.012).
\]

With \(p_1=0.36\) and \(p_2=0.64\),

\[
F_{\rm pop}=-0.36(-0.012,0)-0.64(0.020,0.012)
=(-0.00848,-0.00768).
\]

The coupling is

\[
d_{12}=\frac{0.0002}{2(0.005)^2}(-0.3,0.2)=(-1.2,0.8)\ a_0^{-1},
\]

and therefore

\[
F_{\rm coh}=-2(0.48)(0.010)(-1.2,0.8)
=(0.01152,-0.00768).
\]

The total is \((0.00304,-0.01536)\ E_h/a_0\). The coherence term reverses the sign of the \(x\) component.

The same force follows without any coupling from the fixed-basis components of \(\psi\), which are \(u=c_2C-c_1S\) and \(w=c_1C+c_2S\). With \(\cos\theta=0.8\) and \(\sin\theta=0.6\),

\[
u^2-w^2=(p_2-p_1)\cos\theta-2c_1c_2\sin\theta
=0.224-0.576=-0.352,
\]
\[
2uw=(p_2-p_1)\sin\theta+2c_1c_2\cos\theta
=0.168+0.768=0.936.
\]

Then \(-\langle\psi|\nabla H|\psi\rangle=-k(x,y)-(\kappa(u^2-w^2),\lambda\,2uw)\) is

\[
(-0.004+0.00704,\;-0.006-0.00936)=(0.00304,-0.01536).
\]

For the energy flow, part (c) gives

\[
\frac{dp_2}{dt}=2c_1c_2\,v\cdot d_{12}
=0.96(0.002)(-1.2)=-0.002304 .
\]

Since \(dp_1/dt=-dp_2/dt\), the transfer changes the electronic energy at the rate \(0.010\times(-0.002304)=-2.304\times10^{-5}\) atomic units. The coherence power is \(v\cdot F_{\rm coh}=0.002\times0.01152=+2.304\times10^{-5}\), which balances it. The population force takes \(1.696\times10^{-5}\) from the kinetic energy and stores it in the surfaces.

## (g) A passage near the intersection

**Question.** Let the mass be \(20000\,m_e\). Start on the upper surface at \((-1.5,0.3)\ a_0\) with velocity \((0.002,0)\), and follow the motion for 1200 atomic units of time (29 fs). Compare the full force with the altered forces of part (d).

**Solution.** The coupled equations for \(R\), \(v\), \(c_1\) and \(c_2\) were integrated numerically with an adaptive eighth-order Runge–Kutta method. The powers \(v\cdot F_{\rm pop}\) and \(v\cdot F_{\rm coh}\) were integrated along with them to give the works \(A_{\rm pop}\) and \(A_{\rm coh}\).

The initial kinetic energy is \(\frac12(20000)(0.002)^2=0.0400\ E_h\). The initial electronic energy is \(0.05355\ E_h\), so the total is \(0.09355\ E_h\). With the full force, the gap falls to \(0.0048\ E_h\) during the passage, and the upper population ends at \(p_2=0.255\). The works are

\[
A_{\rm pop}=0.0331\ E_h,\qquad A_{\rm coh}=0.0040\ E_h .
\]

Their sum, \(0.0371\ E_h\), is the gain in kinetic energy, from \(0.0400\) to \(0.0771\ E_h\). The electronic energy falls by the same amount, to \(0.0165\ E_h\). The coherence force supplies about 11% of the kinetic gain at this final time. The share depends on when the run is stopped: the gap is smallest near 580 atomic units, \(A_{\rm coh}\) overshoots to \(0.0047\ E_h\) near 700 and stays between \(0.0038\) and \(0.0042\ E_h\) from 800 to 1200, while \(A_{\rm pop}\) peaks near 750 and then falls as the nuclei climb again. The share is about 7% at 800 atomic units.

With the population force alone, \(a=1\) and \(b=0\), part (d) gives

\[
E(t)-E(0)=-\int_0^tv\cdot F_{\rm coh}\,dt',
\]

where \(F_{\rm coh}\) is evaluated along the altered path but does not act. The final error is \(-0.0040\ E_h\), or \(-0.108\) eV: the energy released by net transfer to the lower state never reaches the nuclei. The largest error during the run is \(0.0047\ E_h\) in magnitude, more than at the end. The integrand must therefore have been negative for part of the time, with population transfer then raising the electronic energy.

With the coherence force alone, \(a=0\) and \(b=1\), the error is minus the work that \(F_{\rm pop}\) would have done. It ends at \(-0.0407\ E_h\), or \(-1.11\) eV. Here the energy released by descending the surfaces is missing from the nuclear motion.

The force \(F_{\rm pop}+F_{\rm proj}\) gives a different outcome:

- Full force: final position \((1.8621,0.0729)\ a_0\).
- Projected coherence force: final position \((1.8620,0.0635)\ a_0\).

In both runs the total energy stays within about \(3\times10^{-12}\ E_h\) of its initial value, yet the end points are \(0.0094\ a_0\) apart. The discarded force component did no work, but it turned the path. A constant total energy along a trajectory therefore does not establish that the coherence force has the direction of the Ehrenfest force. This is a comparison between classical mean-field paths, not a measure of accuracy against quantum nuclei. The initial de Broglie wavelength, \(2\pi\hbar/(Mv)=2\pi/40=0.16\ a_0\), shrinks to \(0.10\ a_0\) at the closest approach to the intersection, \(0.24\ a_0\). It is then still a sizeable fraction of that distance and about ten times the shift of the end point. A nuclear wave packet also develops parts on the two surfaces that move apart, which one mean-field path cannot follow.

Numbers in the example were calculated in double precision.
